# Electron spilling from a charged slab to a remote countercharge

## Problem

A thick metal slab has work function $\Phi=4.5$ eV. One face carries a surface charge of $-0.1$ elementary charges per square nanometre, that is, an excess of $n=0.1$ electrons per nm². The slab faces vacuum. A rigid, uniform, positive sheet parallel to the face, at distance $d$, makes the whole neutral.

(a) Neglecting confinement energy, find the distance $d_c$ beyond which the ground state has electrons in the vacuum at the sheet.

(b) From which point is $d$ measured when the charges are smeared out? How does the answer change if the countercharge uniformly fills a vacuum layer starting at the face, or if the stated charge is shared by two faces?

(c) How many electrons spill when $d>d_c$?

(d) Estimate the effects of confinement, image force, temperature and tunnelling. Does the result describe an electrode in water?

## Solution

### Conventions

The $z$ axis points from the slab to the sheet, with the face at $z=0$. The elementary charge $e$ is positive, so an electron in electrostatic potential $\phi$ has potential energy $U=-e\phi$. The Fermi level of the slab is the zero of energy. $\Phi$ is an energy and belongs to the neutral face: without added charge, an electron at rest just outside has $U=\Phi$.

The sign of the charge matters. An electron outside a negative slab is pushed away from it and pulled towards the positive sheet, so its energy falls on the way out. With both signs reversed, its energy would rise, and this kind of spilling would not occur.

### (a) The threshold

Apply Gauss's law to a flat box with one end inside the metal, where the field is zero, and the other in the gap. The enclosed charge per area is $-en$, so

$$
E_z=-\frac{en}{\varepsilon_0}.
$$

The force on an electron is $-eE_z=+e^2n/\varepsilon_0$, directed towards the sheet. Let $F=en/\varepsilon_0$ be the field strength; the force is then $eF$. Beyond the sheet a Gauss box encloses zero net charge, and the field vanishes. Since the force is $-dU/dz$,

$$
U(z)=\begin{cases}
\Phi-\dfrac{e^2n}{\varepsilon_0}\,z, & 0<z<d,\\[2mm]
\Phi-\dfrac{e^2n}{\varepsilon_0}\,d, & z>d.
\end{cases}
$$

The lowest potential energy outside the slab is the flat level beyond the sheet. A bound electron there also has kinetic energy from its confinement. If this is neglected, the lowest outer state lies at the flat level itself.

While that level is above the Fermi level, moving an electron out of the slab costs energy. Once it is below, the move releases energy. The threshold is therefore $U(d_c)=0$:

$$
\Phi=\frac{e^2n}{\varepsilon_0}\,d_c
\quad\Longrightarrow\quad
\boxed{d_c=\frac{\varepsilon_0\Phi}{e^2n}}.
$$

For the numbers, $e^2/\varepsilon_0=18.095$ eV nm, so the force is

$$
eF=18.095\ \text{eV nm}\times0.1\ \text{nm}^{-2}=1.81\ \text{eV/nm}.
$$

The field strength is 1.81 V/nm, or 18.1 MV/cm, and

$$
d_c=\frac{4.5\ \text{eV}}{1.8095\ \text{eV/nm}}=2.49\ \text{nm}.
$$

A direct Coulomb integral over the two charged planes, with the distance varied until the outer level reaches zero, also gives 2.49 nm.

At fixed work function, $d_c$ is inversely proportional to $n$. As $n\to0$ the field disappears and the threshold moves to infinity. Ten times the charge would bring it to about 0.25 nm. At so short a distance the electron density of the metal reaches the sheet, and the separation into "slab" and "outside", on which the argument rests, is no longer clear.

### (b) Smeared charges and other arrangements

Let $\rho(z)$ be the charge density added to the neutral slab: the induced surface charge plus the countercharge. Its total is zero. Poisson's equation $\phi''=-\rho/\varepsilon_0$ gives, for the added potential energy $u=-e\phi$,

$$
u''=\frac{e\rho}{\varepsilon_0}.
$$

Take a point $a$ inside the metal and a point $b$ beyond all the countercharge. The added field vanishes at both, so $u'(a)=u'(b)=0$. Integration by parts gives

$$
u(b)-u(a)=\int_a^b u'\,dz
=\big[z\,u'\big]_a^b-\int_a^b z\,u''\,dz
=-\frac{e}{\varepsilon_0}\int_a^b z\,\rho\,dz .
$$

The surface charge $-en$ has its centroid at $z_s$ and the countercharge $+en$ at $z_c$. The last integral is therefore $en(z_c-z_s)$, and

$$
u(b)-u(a)=-\frac{e^2n}{\varepsilon_0}(z_c-z_s).
$$

This is the step found for thin sheets, with $d=z_c-z_s$. Deep inside a thick metal the Fermi level keeps its position relative to the interior potential, so the whole step appears in the outer level. The distance thus runs from the centroid of the excess surface charge, not from the outermost nuclei. That centroid typically lies one or two tenths of a nanometre outside the nuclei, a rough figure which depends on the metal and the face.

As a numerical case, an asymmetric surface charge and a skewed countercharge with centroids 1.895 nm apart gave a step of 3.430 eV. The formula gives $1.8095\times1.8953=3.430$ eV.

**Uniform countercharge.** Let the countercharge fill $0<z<w$ uniformly. At height $z$ the part $nz/w$ of it lies below, so the net number of electrons per area acting there is $n(1-z/w)$. Hence

$$
U(z)=\Phi-\frac{e^2n}{\varepsilon_0}\int_0^z\left(1-\frac{z'}{w}\right)dz'
=\Phi-\frac{e^2n}{\varepsilon_0}\left(z-\frac{z^2}{2w}\right).
$$

The energy falls all the way to $z=w$, where it equals $\Phi-e^2nw/(2\varepsilon_0)$. Setting this to zero gives $w_c=2d_c=4.97$ nm. This agrees with the centroid rule, since the centroid lies at $w/2$.

**Two charged faces.** If 0.1 electrons per nm² is the total for a slab with two equal faces and two symmetric sheets, each face carries $n/2$. The field is halved and the threshold doubles, again to 4.97 nm. The charge in the formula is the charge per face.

### (c) The amount spilled

Let $x$ electrons per area move from the slab to the sheet. Both the slab charge and the net sheet charge then have magnitude $e(n-x)$, and the field in the gap is $e(n-x)/\varepsilon_0$. The field energy per area is

$$
\frac{\varepsilon_0}{2}\left[\frac{e(n-x)}{\varepsilon_0}\right]^2d
=\frac{e^2(n-x)^2d}{2\varepsilon_0}.
$$

Removing the electrons through the neutral surface costs $\Phi x$. If the spilled electrons lie at the sheet and their kinetic energy is neglected, the energy to be minimized is

$$
W(x)=\frac{e^2(n-x)^2d}{2\varepsilon_0}+\Phi x,\qquad 0\le x\le n,
$$

with derivative

$$
\frac{dW}{dx}=-\frac{e^2(n-x)d}{\varepsilon_0}+\Phi .
$$

The second derivative $e^2d/\varepsilon_0$ is positive, so there is a single minimum. At $x=0$ the slope is $\Phi-e^2nd/\varepsilon_0$. For $d\le d_c$ it is not negative, and the minimum is at $x=0$: nothing spills. For $d>d_c$ the slope vanishes at

$$
n-x=\frac{\varepsilon_0\Phi}{e^2d}=n\frac{d_c}{d}
\quad\Longrightarrow\quad
x=n\left(1-\frac{d_c}{d}\right).
$$

This confirms the threshold by an energy argument. For spilled electrons treated as an evenly smeared layer, it also shows that the spill begins continuously and that the slab retains just enough charge to hold the outer level at the Fermi level. As $d\to\infty$, all the excess electrons leave.

At $d=1.5\,d_c=3.73$ nm, the spilled fraction is $1-1/1.5=1/3$, or 0.033 electrons per nm². In this simple model the slab then carries only two thirds of the charge assigned to it. Kinetic energy alone would lower the spilled fraction to about 0.30 in a mean-field estimate, even in a wide vacuum, because the sheet's uncompensated positive charge keeps the spilled electrons close to it. Mean field, however, leaves out that electrons in so dilute a layer avoid each other, which lowers their repulsion. A rough estimate that places them on a lattice and includes the image force and kinetic energy gives a fraction of about 0.4. The value 1/3 is therefore a guide to the size of the spill, not a precise result.

### (d) What has been neglected

**Confinement.** Suppose the cell ends in a hard wall at distance $L$ behind the sheet. Put $y=z-d$ and measure the energy $E$ from the flat level. In the flat region the solution that vanishes at the wall is $\sin[k(L-y)]$, with $k=\sqrt{2mE}/\hbar$. On the ramp, $y<0$, the equation is

$$
-\frac{\hbar^2}{2m}\psi''-eF\,y\,\psi=E\psi .
$$

With $\ell=(\hbar^2/2meF)^{1/3}$ it becomes

$$
\psi''=\frac{1}{\ell^2}\left(-\frac{y}{\ell}-\frac{E}{eF\ell}\right)\psi .
$$

Its solution decaying towards the slab is $\mathrm{Ai}(-y/\ell-E/eF\ell)$; here the ramp is continued without end, because little of the wave reaches the slab. Equating $\psi'/\psi$ on both sides of $y=0$ gives

$$
k\cot(kL)=\frac{\mathrm{Ai}'(-E/eF\ell)}{\ell\,\mathrm{Ai}(-E/eF\ell)} .
$$

The lowest root $E_0$ raises the outer state. The threshold condition becomes $\Phi-eFd+E_0=0$, so $d=d_c+E_0/eF$. For $L=1$ nm, $E_0=0.193$ eV, and the threshold moves out by $0.193/1.81=0.107$ nm. For $L=10$ nm the shift is 0.002 nm.

A hard wall at the sheet would raise the energy to $\pi^2\hbar^2/2mL^2$, so $E_0$ lies below this value and tends to zero for large $L$. With a flat potential behind the sheet, neglecting confinement is thus justified for the threshold when the vacuum there is wide.

**Image force.** An electron at distance $s$ from a metal plane is attracted by its image at distance $2s$. Its energy at the sheet is lowered by

$$
\int_{d_c}^{\infty}\frac{e^2}{4\pi\varepsilon_0(2s)^2}\,ds
=\frac{e^2}{16\pi\varepsilon_0d_c}=0.145\ \text{eV}.
$$

To first order this moves the threshold in by $0.145/1.81=0.08$ nm. A state that extends far behind the sheet feels less of it. The image potential also binds the lowest state near the sheet, so some confinement energy remains however wide the vacuum is. With ramp, image energy and wall treated together, the threshold moves in by about 0.04 nm for $L\ge10$ nm and out by about 0.035 nm for $L=1$ nm.

**Temperature.** In two dimensions, the number of states per area with wave number below $K$ is $2\pi K^2/(2\pi)^2=K^2/2\pi$, including spin. With $K^2=2mE/\hbar^2$ the density of states is $D=m/\pi\hbar^2=4.18$ per eV per nm². If the lowest outer subband starts at a height $g$ above the Fermi level, it holds

$$
n_1=\int_0^\infty\frac{D\,dE}{e^{(g+E)/k_BT}+1}
=Dk_BT\ln\left(1+e^{-g/k_BT}\right)
$$

electrons per area. Solving for the gap,

$$
g=-k_BT\ln\left(e^{n_1/Dk_BT}-1\right).
$$

At 298 K, $k_BT=0.0257$ eV. One per cent of $n$ has spilled when $g=0.12$ eV. At the full field this gap would be reached $0.12/1.81=0.07$ nm before the zero-temperature threshold. By part (c), however, the spilled one per cent also weakens the field by one per cent. Leaving confinement aside, the point then lies at $d=(4.5-0.12)/(0.99\times1.8095)=2.445$ nm, about 0.04 nm before $d_c$. The onset is therefore gradual. This estimate counts one subband and suits $L$ near 1 nm; for $L=10$ nm, the second subband lies only about 0.01 eV above the first, less than $k_BT$, so higher subbands contribute as well.

**Tunnelling.** The threshold compares energies and says nothing about rates. At $d=d_c$ an electron at the Fermi level faces a triangular barrier, whose semiclassical exponent is

$$
G=\frac{2}{\hbar}\int_0^{d_c}\sqrt{2m(\Phi-eFz)}\,dz
=\frac{4\sqrt{2m}\,\Phi^{3/2}}{3\hbar eF}=36.0 .
$$

The integral follows from $\int_0^{\Phi/eF}\sqrt{\Phi-eFz}\,dz=2\Phi^{3/2}/(3eF)$. The transmission factor $e^{-G}$ is about $2\times10^{-16}$. Including the classical image energy in the barrier lowers $G$ to 29.7 and raises the factor to about $10^{-13}$. A ground-state calculation fills the lowest levels that its basis can represent, whatever barrier lies between, whereas a real surface passes charge at a rate proportional to this factor. The small factor does not block the transfer: 1.8 V/nm is a field-emission field, and beyond the threshold the Fowler–Nordheim estimate with $G=29.7$ gives about 0.1 A/m², or 0.01 electrons per nm² in about 10 ms. The rate drops steeply as the spill weakens the field, by about four orders of magnitude at 80 per cent of the initial field.

**Overall accuracy.** With at least 1 nm of vacuum behind the sheet, the first three effects each shift the threshold by about 0.1 nm or less, and not all in the same direction. In a narrower space the confinement shift is larger, about 0.24 nm for $L=0.5$ nm. An error of 0.1 eV in $\Phi$ shifts it by $0.1/1.81=0.06$ nm. Two figures, 2.5 nm, are what the model deserves.

**Comparison with an electrode in water.** A work function near 4.5 eV is roughly that of copper or silver, depending on the face. The surface charge, $-1.6$ µC/cm², is modest for a metal electrode. The untypical feature is countercharge 2.5 nm away across vacuum. In a concentrated electrolyte much of it lies at roughly 0.3 nm. Even with vacuum in between, the electron energy would fall by only $1.81\times0.3=0.54$ eV, leaving the outer level almost 4 eV above the Fermi level.

Water breaks the vacuum assumption as well. A linear dielectric of relative permittivity $\varepsilon_r$ divides the field by $\varepsilon_r$ and, with the outer level otherwise unchanged, multiplies $d_c$ by it. The rough bulk value of 80 would give about 200 nm. This shows the direction and size of the effect but is no prediction: water next to a metal polarizes less than bulk water, ions screen the field, and $\Phi$ would have to be replaced by the energy needed to bring an electron into the liquid.

The 2.5 nm threshold is therefore a limit for simulation cells with vacuum between slab and countercharge, provided the basis can describe electrons in the vacuum, as plane waves or a real-space grid can. Compact functions centred only on the slab atoms may miss the outer states and so hide the spill. In such a cell, at fixed $n$ per face, the centroid of the countercharge should stay closer than $d_c$ by a margin that covers the shifts above. A local or semilocal functional has no image force, but its exchange-correlation energy lowers the outer level in a similar way: a one-subband local-density estimate for $L=10$ nm starts the spill about 0.05 nm before $d_c$, as a small jump of a few per cent of $n$ rather than continuously. The numerical output lists most of the values used here.

## Computed values

```
work function: 4.50 eV
excess electrons per face: 0.10 nm^-2
surface charge: -1.602 uC/cm2
e^2/eps0: 18.0951 eV nm
field strength: 1.8095 V/nm
field strength: 18.10 MV/cm
threshold distance d_c, formula: 2.4869 nm
threshold distance, Coulomb integral: 2.4869 nm
threshold, charge shared by two faces: 4.9737 nm
threshold width, uniform countercharge: 4.9737 nm
smeared charges, centroid separation: 1.8953 nm
smeared charges, energy drop: 3.4296 eV
example distance 1.5 d_c: 3.7303 nm
spilled electrons there: 0.03333 nm^-2
spilled fraction there: 0.3333
near countercharge distance: 0.30 nm
vacuum energy drop over it: 0.543 eV
confinement energy, flat width 1 nm: 0.1932 eV
  threshold moves out by: 0.1068 nm
confinement energy, flat width 10 nm: 0.0035 eV
  threshold moves out by: 0.0019 nm
image lowering at d_c: 0.1448 eV
  threshold moves in by about: 0.0800 nm
temperature: 298.15 K
thermal energy kT: 0.02569 eV
2D density of states: 4.1773 eV^-1 nm^-2
gap for 1 percent thermal spill: 0.1200 eV
  this spill starts earlier by: 0.0663 nm
tunnelling exponent, no image force: 36.04
tunnelling exponent, image force: 29.73
tunnelling factor, no image force: 2.24e-16
tunnelling factor, image force: 1.22e-13
```
